Bragg Additivity of Nuclear Stopping: per Formula Unit and per Average Atom

**1. The form fixed by symmetry and dimensions**

An ion of energy E crosses a thin layer of a compound and loses energy by setting whole atoms in motion. This is nuclear energy loss. Let the layer have thickness x and contain n_i atoms of species i per unit volume, so that its areal densities are N_i = n_i x.

Suppose that the layer looks the same from every entry point on its face, that each atom acts on the ion separately, and that the ion neither slows nor turns appreciably. Then the depth and order of the atoms do not matter, and the mean loss is a function f of the areal densities alone. The atoms may therefore be regrouped into two sheets of any compositions, one behind the other, and the total must be the sum of the losses in the sheets:

f(N_A + N_A′, N_B + N_B′) = f(N_A, N_B) + f(N_A′, N_B′).

A continuous function with this property is linear:

f = N_A S_A + N_B S_B.

Since f is an energy and N_i is a number per area, S_i has the dimension energy × area. It is called a stopping cross section. The argument gives the form of the answer but not the value of S_i, which comes from the mechanics of one collision.

I use eV for energy and nm for length, as is natural for implantation. Stopping is counted positive, so it equals −dE/dx for the ion.

**2. Energy given to one atom**

Let the ion have mass M₁ and speed v, with E = M₁v²/2. The atom has mass M_i and is at rest. The centre of mass moves with velocity **V**, where

V = M₁v/(M₁ + M_i).

In the centre-of-mass frame the atom arrives with velocity −**V**. The total momentum there is zero and the collision is elastic, so the atom leaves with the same speed V, its direction turned by the scattering angle θ. Write its final velocity as −R**V**, where R is that rotation. Back in the laboratory its velocity is **V** − R**V**, with square

|**V** − R**V**|² = V² + V² − 2V² cos θ = 4V² sin²(θ/2).

The transferred energy is therefore

T = (M_i/2) · 4V² sin²(θ/2)
= 2M_i M₁² v² sin²(θ/2)/(M₁ + M_i)².

Substituting v² = 2E/M₁ gives

T = γ_i E sin²(θ/2), γ_i = 4M₁M_i/(M₁ + M_i)².

A head-on collision has θ = π and transfers the largest energy, γ_i E.

The angle depends on the impact parameter b, the distance by which the undeflected ion would miss the atom. For a central potential U(r), the relative motion has reduced mass μ = M₁M_i/(M₁ + M_i) and energy E_c = μv²/2. Let φ be the polar angle. Conservation of angular momentum and energy gives

r² dφ/dt = bv,
(dr/dt)² = v²[1 − U(r)/E_c − b²/r²].

Dividing dφ/dt by |dr/dt| gives dφ/dr. The inward and outward halves of the path sweep equal angles, and an undeflected path sweeps π in all. Hence

θ = π − 2b ∫ dr / {r² √[1 − U(r)/E_c − b²/r²]},

with r running from the closest approach to infinity.

**3. From one atom to a cross section**

Place one atom of species i at random over a large area A of the layer, every position being equally likely. The chance that b lies between b and b + db is the area of a ring divided by A, or 2πb db/A. The mean transfer is

⟨T_i⟩ = (1/A) ∫ T_i(b) 2πb db = S_i/A,

S_i = ∫ T_i(b) 2πb db.

The integral must converge, and this requires screening of the nuclear charges by electrons. To see why, take bare charges Z₁ and Z_i and a distant, nearly straight pass. With C = e²/(4πε₀), the sideways momentum given to the atom is

p = ∫ CZ₁Z_i b dt/(b² + v²t²)^(3/2) = 2CZ₁Z_i/(bv),

where t runs from −∞ to ∞. The transfer is then

T = p²/(2M_i) = 2C²Z₁²Z_i²/(M_i b²v²) = C²Z₁²Z_i² M₁/(M_i E b²).

Multiplied by 2πb, this falls as 1/b, and its integral grows logarithmically without limit. Screening cuts it off.

**4. Adding the atoms of the compound**

Let a formula unit contain ν_i atoms of species i, and let there be n_f formula units per unit volume. I use "formula unit" for what a molecular substance would call a molecule; an oxide film need not contain separate molecules. Then

n_i = ν_i n_f.

The total loss is the sum of the transfers to all atoms in the area A. The mean of a sum is the sum of the means, whether or not the terms are independent. There are n_i A x atoms of species i, each contributing S_i/A on average, so

⟨ΔE⟩ = Σ_i (n_i A x)(S_i/A) = x Σ_i n_i S_i.

The area cancels. Dividing by x and inserting n_i = ν_i n_f gives

−dE/dx = n_f S_f, S_f = Σ_i ν_i S_i.

This is Bragg additivity, with S_f the stopping cross section per formula unit.

Independent atomic collisions are thus sufficient for the result but stronger than the mean requires. It is enough that each atom sees uniformly distributed impact parameters and that its T_i(b) is unaffected by the other atoms. Independence of the positions enters when fluctuations are calculated, in part 7.

**5. Formula unit and average atom**

Let ν = Σ_i ν_i be the number of atoms in a formula unit. The total atomic density is n_at = νn_f. Replacing n_f by n_at/ν gives

−dE/dx = n_at S_at,

S_at = S_f/ν = Σ_i c_i S_i, c_i = ν_i/ν.

The two cross sections describe the same loss. S_f must be multiplied by formula units per volume, and S_at by atoms per volume. The product n_at S_f is too large by the factor ν.

A change of bookkeeping shows the difference. Describe A₂B₅ as A₄B₁₀. Each ν_i doubles, so S_f doubles, while n_f halves. Neither S_at nor n_at changes, and the physical stopping stays the same. A value of S_f therefore needs its formula stated beside it. In the limit of a single species, S_at reduces to the S of that element, whereas S_f is still ν times as large.

The weights c_i are atomic fractions. Mass fractions w_i belong to a different quantity. If ρ is the mass density and m_i the mass of one atom, then n_i = ρw_i/m_i, and

(1/ρ)(−dE/dx) = Σ_i w_i (S_i/m_i).

Mass fractions average the stopping per unit mass, S_i/m_i, and not the stopping per atom.

**6. The average atom is not an atom with average properties**

S_at averages cross sections. One might instead average the atomic number and mass first, and calculate the stopping of a fictitious atom with

Z̄ = Σ_i c_i Z_i, M̄ = Σ_i c_i M_i.

This generally gives another number, because S_i is not linear in Z_i and M_i. The distant-pass formula of part 3 shows it in a simple limit. At high energy, if the logarithm from the b integral is taken equal for all species, S_i is proportional to Z_i²/M_i. The Cauchy–Schwarz inequality gives

(Σ_i c_i Z_i²/M_i)(Σ_i c_i M_i) ≥ (Σ_i c_i Z_i)²,

and division by M̄ gives

Σ_i c_i Z_i²/M_i ≥ Z̄²/M̄.

In this limit the fictitious atom never stops the ion more than the true average does. The two agree when Z_i/M_i is the same for all species. The inequality rests on the equal logarithms. When they differ, or when screening matters in close collisions too, it need not hold. For the compound of part 8 this limit puts the fictitious atom only 0.8 % below the true average, a margin that unequal logarithms can outweigh. At 50 keV the fictitious atom stops the ion more, not less, and with the potential of part 8 it still does so by 14 % at 5 MeV and 8 % at 50 MeV.

**7. Fluctuations and the role of independence**

Now let the atoms be placed independently. The number K of atoms of species i in the area A is then a Poisson variable, with mean and variance both equal to λ = n_i A x. One atom gives a transfer with

⟨T⟩ = S_i/A, ⟨T²⟩ = W_i/A, W_i = ∫ T_i² 2πb db.

For fixed K the variance of the loss is K(⟨T²⟩ − ⟨T⟩²), and its mean is K⟨T⟩. The total variance is the average of the first plus the variance of the second:

Var_i = λ(⟨T²⟩ − ⟨T⟩²) + λ⟨T⟩² = λ⟨T²⟩ = x n_i W_i.

Independent species add their variances, so

Var ΔE = x Σ_i n_i W_i = x n_f Σ_i ν_i W_i.

If positions are correlated, the covariances of different transfers must be added. They are positive if atoms line up along the beam more often than random placement would give, and can be negative if such alignments are suppressed.

An extreme case can be solved. Put all atoms of a formula unit in one row parallel to the beam, keep the ion's path straight, and distribute the rows independently. Every atom in a row has the same b, so the row acts as one object with transfer

Q(b) = Σ_i ν_i T_i(b).

Its mean is unchanged, since ∫ Q 2πb db = S_f. Its variance is

Var_row = x n_f ∫ Q² 2πb db.

Because the T_i are not negative, Q² ≥ Σ_i ν_i T_i². By Cauchy–Schwarz, Q² ≤ ν Σ_i ν_i T_i². The row variance therefore lies between 1 and ν times the independent value. For a single species it equals ν times that value.

This case isolates the statistics and does not describe a real crystal row. There the first atom deflects the ion and changes its impact parameter at the next, so that the uniform distribution of b can fail, and with it the additive mean.

**8. Worked example**

Take a 50 keV ion with Z₁ = 22 and M₁ = 48 u, entering a 1.0 nm layer of A₂B₅. Atom A has Z = 73 and mass 181 u; atom B has Z = 8 and mass 16 u. The density is n_f = 11 nm⁻³. With ν = 7, this gives n_at = 77 nm⁻³.

The interaction is the universal Ziegler–Biersack–Littmark potential,

U(r) = (CZ₁Z_i/r) Φ(r/a_i),
a_i = 0.8854 a₀/(Z₁^0.23 + Z_i^0.23),

where a₀ is the Bohr radius and

Φ(s) = 0.1818 e^(−3.2s) + 0.5099 e^(−0.9423s)
+ 0.2802 e^(−0.4029s) + 0.02817 e^(−0.2016s).

Numerical integration over angle and impact parameter gives

S_A = 20.586 eV nm², S_B = 10.303 eV nm².

The published fit to the stopping of this potential differs from these values by −0.01 % for A and 0.84 % for B. The digits shown belong to this screening function. The Kr-C and Molière functions, with the Firsov screening length, give S_A ≈ 19.3 eV nm², about 6 % lower, and S_B = 10.7 and 10.3 eV nm²; the loss per length found below then becomes 1016 and 989 eV/nm in place of 1020. As a test of the collision mechanics, Newton's equations were integrated for the ion and a free atom, at b = 0.5a_i and 2a_i for each species. The largest relative difference in recoil energy from the formulas of part 2 was about 10⁻⁸.

The stopping per formula unit is

S_f = 2(20.586) + 5(10.303) = 92.69 eV nm²,

and per average atom

S_at = 92.69/7 = 13.24 eV nm².

Both routes give the same mean loss per length:

n_f S_f = 11 × 92.69 ≈ 1020 eV/nm,
n_at S_at = 77 × 13.24 ≈ 1020 eV/nm.

On a straight path, the mean nuclear loss in the layer is thus 1.02 keV. The mismatched product n_at S_f would give 7137 eV/nm.

Areal densities can also be given in units of 10¹⁵ cm⁻². Since 1 eV nm² = 10⁻¹⁴ eV cm², it corresponds to 10 eV per 10¹⁵ cm⁻². The two cross sections become 927 eV per 10¹⁵ formula units/cm² and 132 eV per 10¹⁵ atoms/cm². A bare "per 10¹⁵ cm⁻²" would leave the factor of seven undetermined.

The fictitious atom has Z̄ = 26.57 and M̄ = 63.14 u. Its stopping is 17.97 eV nm², which is 36 % above S_at. Weighting S_A and S_B by mass fractions gives 18.7 eV nm², also too large, because it overweights the heavy atom, which here has the larger S.

**9. Reading the fluctuations**

The second moments are W_A = 2.526 × 10⁵ and W_B = 1.198 × 10⁵ eV² nm². For independent atoms,

Var ΔE = 1.0 × 11 × [2(2.526 × 10⁵) + 5(1.198 × 10⁵)]
≈ 1.21 × 10⁷ eV².

The standard deviation is about 3.5 keV, more than three times the mean. Single transfers can reach 33 keV for A and 37.5 keV for B, and rare violent collisions carry most of the variance. To see this, note that T² ≤ (5 keV) T for transfers below 5 keV, so these supply at most 5 keV × S_i to W_i, which is less than half of it for each species. Transfers above 5 keV occur on average at most 1020/5000 ≈ 0.2 times per ion. The mean loss is a property of many ions, not a forecast for one.

The statistical part of the derivation was tested by sending 800,000 straight-moving ions of fixed energy through randomly generated layers, for each of three arrangements. The uncertainties below are standard errors.

Independent atoms: mean 1016 ± 4 eV; variance 0.996 ± 0.008 times the independent formula.

Loose clusters: mean 1023 ± 4 eV; variance 1.056 ± 0.008 times that formula.

Rows along the beam: mean 1014 ± 10 eV; variance 6.58 ± 0.13 times that formula.

All three means agree with 1020 eV within one standard error. In the clusters, each atom lies 0.20 nm from a common centre in a random direction. They are a statistical stand-in, not the structure of an oxide, and the 6 % increase in variance belongs to that stand-in. The row formula predicts a standard deviation of 8961 eV, against 8938 eV in the simulation. The variance ratio lies below the bound of seven found in part 7. The row figures test the algebra only. Because the ion's energy is held fixed, a row can take up to 254 keV from a 50 keV ion, and losses above the ion's whole energy supply about 89 % of the row variance and 54 % of the row mean. No real layer could show this spread.

**10. The real case and the limits of the result**

The parameters are round, rough values for titanium implanted into an amorphous tantalum oxide film. The density of a real film depends on how it was deposited. Within this model, a change of density at fixed composition changes the loss per nanometre in proportion and leaves S_f and S_at alone. The largest omission evaluated is electronic stopping, the energy passed to electrons. The Lindhard–Scharff estimate, itself added atom by atom, gives roughly 340 eV/nm, or about a third of the nuclear part. The total would be about 1.4 keV/nm. The 1.02 keV/nm found above is therefore the nuclear part of the loss and not the whole of it.

Deflection lengthens the path. If successive deflections are independent, the mean cosine of the direction after a path s decays as e^(−s/L), where 1/L = Σ_i n_i ∫(1 − cos ψ_i) 2πb db and ψ_i is the ion's laboratory deflection. For s much smaller than L, the mean depth reached is

∫₀ˢ e^(−s′/L) ds′ ≈ s − s²/(2L),

so after a fixed path s the mean depth falls short of s by a fraction of about s/(2L). Here L = 46.7 nm, which gives 1.1 % for a path of 1 nm. This is not the mean extra path of ions that cross a layer of fixed thickness. That is larger here, because a few strongly deflected ions cross the layer very obliquely. When deflection and slowing are followed collision by collision through the 1 nm layer, the ions that cross it travel about 2 % extra, about 0.45 % turn back, and the mean nuclear loss is about 1.05 keV, some 3 % above the straight-path value. For a film tens of nanometres thick the straight-path formula cannot be applied in one step; energy and direction must be followed along the path.

Slowing by the mean total loss changes S_f by 0.06 %, so the nuclear stopping of the compound is nearly flat in energy at this point. The change is a rise, left over from a near cancellation: S_A falls by 0.27 % while S_B rises by 0.33 %. That figure does not cover the rare ion that loses many keV in one collision. Its later collisions take place at a much lower energy, an effect left out of both the formula and the simulated layers.

Two further estimates concern the separateness of the atoms. With a rough bond length of 0.20 nm, impact parameters beyond half that length supply 0.07 % of S_f. Transfers below 10 eV, a rough scale for chemical binding, supply 0.5 %. Both figures depend on the tail of the potential; Molière screening gives 0.15 % and 0.6 %. These are shares of the stopping in the regions where the isolated-atom picture is doubtful, not calculated errors. They indicate that additivity of the nuclear loss is well founded for this ion at 50 keV in an amorphous film. At much lower energies the same shares would have to be evaluated again. In a crystalline film with the beam along a row or plane of atoms, impact parameters are no longer uniformly distributed, and neither form of the sum can be relied on.

The complete numerical output follows these notes.

Computed results

```
Ion: Z = 22, mass = 48 u, energy = 50 keV
Atom A: Z = 73, mass = 181 u, number per unit = 2
  screening length = 0.00993 nm
  reduced energy = 0.1697 (no unit)
  largest transfer = 33134 eV
  stopping cross section = 20.586 eV nm^2
  second moment = 2.5263e+05 eV^2 nm^2
  ZBL fit minus quadrature = -0.01 %
Atom B: Z = 8, mass = 16 u, number per unit = 5
  screening length = 0.01284 nm
  reduced energy = 0.6333 (no unit)
  largest transfer = 37500 eV
  stopping cross section = 10.303 eV nm^2
  second moment = 1.1976e+05 eV^2 nm^2
  ZBL fit minus quadrature = 0.84 %
Largest trajectory recoil error = 9.6e-09 (relative)
Formula-unit density = 11.0 nm^-3
Atom density = 77.0 nm^-3; atoms per unit = 7
Layer thickness = 1.0 nm
Stopping per formula unit = 92.687 eV nm^2
  converted = 926.87 eV per 1e15 units/cm^2
Stopping per average atom = 13.241 eV nm^2
  converted = 132.41 eV per 1e15 atoms/cm^2
Nuclear stopping = 1019.6 eV/nm
Mean nuclear loss in layer = 1019.6 eV
Wrong pairing n_at*S_f = 7136.9 eV/nm
Fictitious atom: mean Z = 26.571, mean mass = 63.143 u
  its stopping = 17.973 eV nm^2
  its excess over S_at = 35.7 %
Wrong mass-fraction average = 18.725 eV nm^2
Independent-collision standard deviation = 3484.9 eV
Aligned-row standard deviation = 8960.7 eV
Simulated ions per arrangement = 800000
independent: mean = 1016.3 +/- 3.9 eV (std. error)
  standard deviation = 3478.0 eV
  variance / independent formula = 0.996 +/- 0.008
clustered: mean = 1023.2 +/- 4.0 eV (std. error)
  standard deviation = 3581.3 eV
  variance / independent formula = 1.056 +/- 0.008
aligned row: mean = 1013.7 +/- 10.0 eV (std. error)
  standard deviation = 8937.6 eV
  variance / independent formula = 6.578 +/- 0.131
Electronic stopping estimate = 338.1 eV/nm
Electronic / nuclear stopping = 0.332
Nuclear stopping change after layer = 0.06 %
Transport length for deflection = 46.7 nm
Estimated path lengthening = 1.07 %
Rough bond length = 0.20 nm
Stopping from b > half bond length = 0.068 %
Stopping from T < 10 eV = 0.48 %
```
